Intrinsic coercive field of a ferroelectric in the quartic Landau model

**The system**

A uniaxial ferroelectric film lies between ideal electrodes joined to a voltage source. The source fixes the macroscopic field E along the polar axis and supplies whatever charge the electrodes need. The polarization P along this axis is uniform and is measured from the non-polar state. In the quartic Landau model the energy density is

u(P) = αP²/2 + βP⁴/4 − EP, with α < 0 and β > 0.

At E = 0 the film sits in the minimum P = +P_r, where P_r = 1.2 C/m² = 120 µC/cm². Its susceptibility there, χ = (1/ε₀) dP/dE, is 10. An opposing field E = −F, with F > 0, is then raised slowly. The intrinsic coercive field E_c is the value of F at which the uniform state with P > 0 ceases to be a minimum. Domains, defects and thermal agitation are left out of this definition.

**Part (a). Express α and β through P_r and χ, and evaluate them.**

*Answer.* A stationary state has du/dP = 0, which gives the equation of state

E = αP + βP³.

At E = 0 the non-zero solutions satisfy α + βP² = 0, so

P_r² = −α/β, or β = −α/P_r².

Differentiating the equation of state gives the inverse response,

dE/dP = α + 3βP².

At P = P_r the second term is 3βP_r² = −3α, and the sum is −2α. By the definition of χ this slope equals 1/(ε₀χ). Therefore

α = −1/(2ε₀χ), β = 1/(2ε₀χP_r²).

The slope is positive, as it must be at a minimum. With ε₀ = 8.854×10⁻¹⁴ F/cm and P_r = 1.2×10⁻⁴ C/cm²,

α = −1/(2 × 8.854×10⁻¹⁴ × 10) = −5.647×10¹¹ cm/F,

β = 5.647×10¹¹/(1.2×10⁻⁴)² = 3.922×10¹⁹ cm⁵/(F C²).

Two data at the minimum, its position and its curvature, thus fix the whole energy curve, including the region near P = 0 that was never probed. This is the strength of the quartic form and also its main risk, to which part (d) returns.

**Part (b). Show that the intrinsic coercive field is about 26 MV/cm. Find the polarization just before and after the reversal, and say what would change if the electrode charge were fixed instead of the voltage.**

*Answer.* With the coefficients of part (a) the equation of state is

E = [P/(2ε₀χ)] (P²/P_r² − 1).

For 0 < P < P_r the right side is negative: these states need an opposing field. A state is a minimum of u if d²u/dP² = α + 3βP² is positive. As F grows, P falls from P_r, and the curvature falls with it until it vanishes at

P_s² = −α/(3β) = P_r²/3, so P_s = P_r/√3.

Here the minimum merges with the saddle, the maximum of u that separates it from the reversed state. Inserting P_s²/P_r² = 1/3 in the equation of state,

E = [P_r/(2√3 ε₀χ)] (1/3 − 1) = −P_r/(3√3 ε₀χ).

The opposing field has the magnitude

E_c = P_r/(3√3 ε₀χ).

The natural field scale is

P_r/(ε₀χ) = 1.2/(8.854×10⁻¹² × 10) V/m = 135.5 MV/cm,

and the factor 1/(3√3) is 0.1925. Hence

E_c = 0.1925 × 135.5 MV/cm = 26.1 MV/cm = 2.61×10⁹ V/m.

Across a 10 nm film this is 26.1 V. A stiffer well (smaller χ) or a larger remanent polarization raises the limit in proportion.

Just before reversal P = 120/√3 = 69.3 µC/cm². To find the state afterwards, write the equation of state at F = E_c as βP³ + αP + E_c = 0. There is no P² term, so the three roots add to zero. Two of them coincide at P_s, and the third is

P = −2P_s = −138.6 µC/cm².

Its magnitude exceeds P_r because the field now supports the polarization.

The loss of stability can also be followed in time with the relaxation law dP/dt = −Γ du/dP, where Γ > 0 sets the time scale. Started from P_r and integrated numerically, P settles at 74.9 µC/cm² for F = 0.99E_c, still positive, and at −138.7 µC/cm² for F = 1.01E_c.

If the electrode charge is fixed, the displacement D = ε₀E + P is held instead of E. The energy to minimize is then αP²/2 + βP⁴/4 + (D − P)²/(2ε₀), whose curvature is

α + 3βP² + 1/ε₀ ≥ (1/ε₀)[1 − 1/(2χ)].

For χ = 10 this is positive at every P. A uniform film under fixed charge passes smoothly through P = 0 and has no jump. The coercive field found above therefore belongs to voltage control with ideal electrodes.

**Part (c). Find the energy barrier at zero field and its form close to E_c. Estimate how far temperature lowers the reversal field of a 1 nm³ block that reverses as a unit.**

*Answer.* At E = 0 the saddle is at P = 0, where u = 0. The barrier density is

Δu = −u(P_r) = −αP_r²/2 − βP_r⁴/4.

Since βP_r² = −α, the last term is +αP_r²/4, and

Δu = −αP_r²/4 = P_r²/(8ε₀χ).

One MV/cm times one µC/cm² is one J/cm³, so Δu = 120 × 135.5/8 = 2033 J/cm³. For a formula unit of roughly 0.022 nm³ this is 0.28 eV. Comparison with part (b) gives

E_c = [8/(3√3)] Δu/P_r.

The ratio Δu/P_r = 16.9 MV/cm is the average opposing field needed to hold P between P_r and 0, because the integral of −E over that interval is Δu. The coercive field is the largest value of the same field, 1.54 times the average.

Close to the limit put P = P_s + x. The linear term of the expansion vanishes at P_s, and

E(P) = −E_c + 3βP_s x² + βx³.

For small x the cubic term may be dropped. Setting E = −F gives two states, x = ±d, with

3βP_s d² = E_c − F.

The upper sign is the metastable minimum and the lower sign the saddle. The prefactor follows from part (a):

3βP_s = √3/(2ε₀χP_r) = 9E_c/(2P_r²),

where 1/(ε₀χ) = 3√3 E_c/P_r was used. Hence

d = (√2/3) P_r (1 − F/E_c)^(1/2).

At F = 0.99E_c this gives d = 5.66 µC/cm² and P = 74.9 µC/cm². The full equation gives the same P to the digits shown, at a distance of 5.58 µC/cm² from P_s. The slope dE/dP = 6βP_s d at the minimum tends to zero with d, so the susceptibility diverges as (1 − F/E_c)^(−1/2).

The barrier is the integral of du/dP = 3βP_s(x² − d²) from the minimum to the saddle:

Δu(F) = 3βP_s ∫ (d² − x²) dx (from −d to d) = 3βP_s × 4d³/3.

Inserting the prefactor and d,

Δu(F) = 6E_c d³/P_r² = (4√2/9) E_c P_r (1 − F/E_c)^(3/2).

With E_c P_r = 8Δu/(3√3) this becomes

Δu(F) = 0.968 Δu (1 − F/E_c)^(3/2).

The law was derived near E_c, but at F = 0 it misses the true barrier by only 3 per cent.

Now let a block of volume V = 1 nm³ reverse as a unit, at the rate ν exp[−VΔu(F)/(k_B T)] with ν = 10¹³ s⁻¹. One reversal is expected within t = 1 ms when νt times the exponential equals one, that is, when

VΔu(F) = k_B T ln(νt) = k_B T ln(10¹⁰).

The right side is 0.60 eV at 300 K and 1.19 eV at 600 K. The zero-field barrier of the block is 12.7 eV. At 300 K,

1 − F/E_c = [0.60/(0.968 × 12.7)]^(2/3) = 0.13,

so F = 22.6 MV/cm. At 600 K the same steps give 0.21 and 20.6 MV/cm. Solving with the full quartic barrier gives the same two fields to the digits shown.

Three things are missing from this estimate. A block that reverses inside an unreversed crystal creates walls, whose energy raises the barrier. Unless the block reaches from one electrode to the other, it also carries bound charge on its ends, and the field energy of this charge can exceed the barrier used here. The coefficients α and β are also held fixed, although in a real crystal they vary with temperature. The reversal field depends on V too: a larger block has a larger barrier and stays closer to E_c.

**Part (d). The value 26 MV/cm rests on how the number 10 is read and on the shape of the well. Find E_c, with P_r held at 120 µC/cm², if (i) 10 is the relative permittivity; (ii) a part χ_b = 3.5 of χ is a linear electronic background; (iii) the strain is free to follow P, while 10 was measured at fixed strain; (iv) the quartic term is replaced by a sextic one.**

*Answer.* (i) The relative permittivity is 1 + χ, so χ = 9 and E_c = 26.1 × 10/9 = 29.0 MV/cm.

(ii) Write P = p + ε₀χ_b E, where only p has a double well. The background adds −ε₀χ_b E²/2 to the energy at fixed field. This does not depend on p, so the stability of p is governed by the same quartic problem. At E = 0 the two polarizations coincide, and p keeps the remanent value P_r. Its own susceptibility is χ − χ_b, hence

E_c = P_r/[3√3 ε₀(χ − χ_b)] = 26.1 × 10/6.5 = 40.1 MV/cm.

The background makes the film look softer than the well that must be overcome.

(iii) Let η be the strain along the axis, measured from the non-polar state, with the lateral strain fixed. Take

u = α₀P²/2 + βP⁴/4 − qηP² + cη²/2 − EP,

where q is the coupling and c the stiffness at fixed P. If η is frozen at its remanent value η₀, the coupling only shifts the quadratic coefficient to α = α₀ − 2qη₀. The result of part (b) then holds with the fixed-strain χ, and E_c = 26.1 MV/cm.

If the stress along the axis is zero, ∂u/∂η = 0 gives η = qP²/c. Substitution turns the last two strain terms into

−q²P⁴/c + q²P⁴/(2c) = −q²P⁴/(2c).

The energy is again quartic, with β replaced by β − 2q²/c, which must stay positive. The minimum is still at P_r, because η₀ = qP_r²/c is the stress-free strain there. The formula of part (b) therefore applies once more, now with the susceptibility at zero stress.

To find that susceptibility, consider small changes about the remanent state. They obey

dP = ε₀χ dE + e_p dη,

dσ = c_E dη − e_p dE,

where σ is the stress, e_p the piezoelectric coefficient and c_E the stiffness at fixed field. At dσ = 0, dη = (e_p/c_E) dE, and so

χ_free = χ + e_p²/(ε₀c_E).

With the rough values e_p = 2.5 C/m² and c_E = 250 GPa, the added term is 6.25/(8.854×10⁻¹² × 2.5×10¹¹) = 2.8. Thus χ_free = 12.8 and E_c = 20.3 MV/cm. The remanent strain in this model is 5.3 %, large enough to put linear elasticity in doubt, so the last figure is an estimate.

(iv) Let E = AP + CP⁵. The zero-field minimum requires A = −CP_r⁴. The slope there is A + 5CP_r⁴ = 4CP_r⁴ = 1/(ε₀χ), so

E = [P/(4ε₀χ)] (P⁴/P_r⁴ − 1).

The slope vanishes at P⁴ = P_r⁴/5, which gives

E_c = [P_r/(4ε₀χ)] × 5^(−1/4) × (4/5) = 5^(−5/4) P_r/(ε₀χ).

The factor is 0.134 in place of 0.1925, and E_c = 18.1 MV/cm. The minimum and its curvature are the same as before. The difference comes from the part of the curve between P_r and 0, which these two data do not determine.

The four readings run from 18 to 40 MV/cm. Both digits of "26" thus have a meaning within the stated model, but for a material even the first is uncertain.

**Part (e). Could a film with these parameters be taken to E_c? Use a rough breakdown field of 10 MV/cm, and estimate interband tunnelling for a gap E_g = 5 eV, equal band masses m = 0.3 electron masses and a cell length a = 0.5 nm.**

*Answer.* The limit E_c is 2.6 times the breakdown field. At F = 10 MV/cm the equation of state still has a metastable solution, at P = 109.9 µC/cm². The uniform polarization has then lost only about 8 per cent of its remanent value. A film with this breakdown field fails long before its uniform state becomes unstable.

Tunnelling gives a separate reason to doubt that the limit can be reached. Near the gap, take the simplest symmetric two-band model, with electron energy w measured from midgap and wave number k along the field measured from the band edge:

w² = (E_g/2)² + (ħvk)².

Expanding near the band edge gives w ≈ E_g/2 + ħ²v²k²/E_g. Matching the last term to ħ²k²/(2m) yields v² = E_g/(2m). Inside the gap k is imaginary, with the decay constant

κ = [(E_g/2)² − w²]^(1/2)/(ħv).

In a field F the energy relative to the local midgap changes by eF per unit length, so dx = dw/(eF). The tunnelling probability is about exp(−S), where

S = 2∫κ dx = [2/(ħveF)] ∫ [(E_g/2)² − w²]^(1/2) dw.

The integral runs from −E_g/2 to E_g/2 and is the area of a half disc, π(E_g/2)²/2. Thus

S = πE_g²/(4ħveF) = π√m E_g^(3/2)/(2√2 ħeF).

This gives S = 24.6 at 10 MV/cm and S = 9.4 at E_c. In the field an electron crosses the Brillouin zone, of width 2π/a, at the rate eFa/h, since ħ dk/dt has the magnitude eF. Each crossing offers one attempt. The rate (eFa/h) exp(−S) is about 2×10³ s⁻¹ per valence electron at 10 MV/cm and 2×10¹⁰ s⁻¹ at E_c. These are estimates for electrons without transverse momentum, and the exponent is sensitive to the mass, the gap and the band shape put into it. Raising the mass from 0.3 to 0.4, or the gap from 5 to 5.5 eV, lowers the rate at 10 MV/cm by a factor of about 45 and the rate at E_c by a factor of about 4, so the first rate is uncertain by orders of magnitude. A transverse wave number k⊥ adds πħvk⊥²/(eF) to S if the masses are isotropic, so only a fraction eFA/(4π²ħv) of the states in the band tunnels at this rate, where A is the cell cross-section. For A = 0.088 nm² (two formula units over a length a) this fraction is 0.007 at E_c. The mean rate is then about 2×10⁸ s⁻¹, and a typical electron of the band crosses the gap within several nanoseconds. Suppose the true rate were only 10⁶ s⁻¹. With one such electron per formula unit of 0.022 nm³, the crossings in a 10 nm film would still carry a current density of about 7×10³ A/cm². Such a film could not be treated as an insulator at E_c.

**Comparison with a real material.** The polarization is of the size found in scandium aluminium nitride, a wurtzite ferroelectric with a remanent polarization of roughly 1 C/m². The susceptibility of 10 is at the low end for this material and grows with the scandium content; χ = 15 would lower the calculated E_c to 17.4 MV/cm. The observed coercive fields are a few MV/cm; 4 MV/cm is taken here as a rough figure, and both this field and the breakdown field vary with composition, thickness and measuring time. The E_c of 26.1 MV/cm calculated with χ = 10 is 6.5 times as large. One assumption that real films break is uniform reversal: they can reverse by forming small domains whose walls then move, so that the whole volume need not cross its barrier at once. The factor 6.5 contains the combined effect of this, of defects and thermal agitation, and of the uncertainties in χ and in part (d), and the model cannot separate them. Thermal reversal of a 1 nm³ block, at 22.6 MV/cm for 300 K, does not account for the gap by itself. For a device the intrinsic field is therefore no design value for the switching voltage. It marks where a uniform, insulating film described by this well would become unstable. The numerical output below lists the main values.

Numbers as computed

```
Remanent polarization, input: 1.2 C/m2 = 120 uC/cm2
Susceptibility at the minimum, input: 10 (no unit)
alpha: -5.647e+11 cm/F
beta: 3.922e+19 cm^5/(F C^2)
Field scale Pr/(eps0 chi): 135.5 MV/cm
Factor 1/(3 sqrt 3): 0.1925 (no unit)
Intrinsic coercive field: 26.08 MV/cm = 2.608e+09 V/m
Polarization at stability limit: 69.3 uC/cm2
Polarization after reversal at limit: -138.6 uC/cm2
Relaxed P at 0.99 Ec: 74.9 uC/cm2
Relaxed P at 1.01 Ec: -138.7 uC/cm2
Zero-field barrier: 2033 J/cm3
Formula-unit volume, rough input: 0.022 nm3
Barrier per formula unit: 0.28 eV
Film thickness, input: 10 nm
Voltage across film at Ec: 26.1 V
Breakdown field, rough input: 10 MV/cm
Ec / breakdown field: 2.6 (no unit)
Opposed-state P at breakdown field: 109.9 uC/cm2
Observed coercive field, rough input: 4 MV/cm
Ec / observed coercive field: 6.5 (no unit)
Ec if 10 is the permittivity: 29.0 MV/cm
Background susceptibility, rough input: 3.5 (no unit)
Ec with this background: 40.1 MV/cm
Ec for sextic well: 18.1 MV/cm
Piezoelectric coefficient, rough input: 2.5 C/m2
Stiffness at fixed field, rough input: 250 GPa
Remanent strain in coupled model: 5.3 %
Susceptibility at free strain: 12.8 (no unit)
Ec at frozen strain: 26.1 MV/cm
Ec at free strain: 20.3 MV/cm
Band gap, rough input: 5.0 eV
Band mass, rough input: 0.3 electron masses
Cell length along field, rough input: 0.5 nm
Tunnel exponent at breakdown: 24.6
Tunnel exponent at Ec: 9.4 (no unit)
Tunnel rate at breakdown: 2e+03 1/s
Tunnel rate at Ec: 2e+10 1/s per electron
Block volume, input: 1 nm3
Attempt rate, input: 1e+13 1/s
Waiting time, input: 1 ms
Block barrier at zero field: 12.7 eV
Barrier crossed in that time, 300 K: 0.60 eV
Barrier crossed in that time, 600 K: 1.19 eV
Block reversal field at 300 K: 22.6 MV/cm
Block reversal field at 600 K: 20.6 MV/cm
```
